# Unfolding Weights of Supercell States from Plane-Wave Coefficients, part 2

The problem is to find how much of a supercell eigenstate belongs to each wave vector of a smaller primitive cell. SI units are used. The primitive vectors \(\mathbf a_i\) and supercell vectors \(\mathbf A_i=\sum_jM_{ij}\mathbf a_j\), with integer \(M\) and \(N=|\det M|\), have reciprocal vectors \(\mathbf b_j\) and \(\mathbf B_j\) (factor \(2\pi\) included), related by

\[
\mathbf b_i=\sum_jM_{ji}\,\mathbf B_j .
\]

Integer combinations of the \(\mathbf b_j\) are written \(\mathbf g\), those of the \(\mathbf B_j\) are written \(\mathbf G\), and \(\Omega\) is the supercell volume. The set \(\{\mathbf G\}\) splits into \(N\) cosets \(\mathbf G_i+\{\mathbf g\}\), and \(\mathbf k_i=\mathbf K+\mathbf G_i\). The primitive lattice likewise has \(N\) representatives \(\mathbf r_j\) modulo the supercell lattice, with \(\mathbf r_1=0\). The sum \(S(\mathbf G)=\sum_{j=1}^Ne^{i\mathbf G\cdot\mathbf r_j}\) is \(N\) for \(\mathbf G\in\{\mathbf g\}\) and zero otherwise, and \(\chi_{ij}=N^{-1/2}e^{i\mathbf G_i\cdot\mathbf r_j}\) is unitary.

The Hamiltonian \(H\), with local potential \(V(\mathbf x)=\sum_{\mathbf G}V_{\mathbf G}e^{i\mathbf G\cdot\mathbf x}\), has eigenstates \(|\psi\rangle=|\mathbf Km\rangle\) with energies \(E_m\) and plane-wave coefficients \(C_m(\mathbf K+\mathbf G)\). The waves \(\mathbf K+\mathbf G\) at fixed \(\mathbf K\) span a sector. The projector \(\Pi_{\mathbf k}\) selects the waves \(\mathbf k+\mathbf g\). The weight, defined as \(\sum_n|\langle\mathbf kn|\mathbf Km\rangle|^2\) over all Bloch states of any primitive-periodic reference crystal, is

\[
P_{\mathbf Km}(\mathbf k_i)=\sum_{\mathbf g}|C_m(\mathbf k_i+\mathbf g)|^2,\qquad \sum_{i=1}^NP_{\mathbf Km}(\mathbf k_i)=1 .
\]

With \(T(\mathbf t)\psi(\mathbf x)=\psi(\mathbf x+\mathbf t)\), its translation form is

\[
\frac1N\sum_je^{-i\mathbf k_i\cdot\mathbf r_j}\langle\psi|T(\mathbf r_j)|\psi\rangle=P_{\mathbf Km}(\mathbf k_i).
\]

The basis keeps \(|\mathbf K+\mathbf G|\le q_{\max}\), with \(E_{\rm cut}=\hbar^2q_{\max}^2/2m_e\) and \(n_i\) waves in coset \(i\). Averaging \(V\) over primitive translations gives \(\bar V\) and the virtual-crystal Hamiltonian \(\bar H\), while \(\Delta V=V-\bar V\) connects different cosets only. Then

\[
\sum_mP_{\mathbf Km}(\mathbf k_i)=n_i,\qquad \sum_mP_{\mathbf Km}(\mathbf k_i)E_m=\mathrm{Tr}\,\bar H(\mathbf k_i).
\]

The spectral function is \(A(\mathbf k_i,E)=\sum_mP_{\mathbf Km}(\mathbf k_i)\,\delta(E-E_m)\).

## Limiting cases

In a perfect crystal \(\Delta V=0\) and \(H\) commutes with \(\Pi_{\mathbf k_i}\). Then \(\Pi_{\mathbf k_i}|\psi\rangle\) lies in the same sector and obeys the same eigenvalue equation. If the level is nondegenerate within the sector, \(\Pi_{\mathbf k_i}|\psi\rangle=c|\psi\rangle\), and \(\Pi^2=\Pi\) gives \(c^2=c\). The weight \(P=c\) is zero or one.

If the level is degenerate, the diagonaliser returns an arbitrary orthonormal basis of the eigenspace. Two pure states from \(\mathbf k_1\) and \(\mathbf k_2\) mixed by an angle \(\theta\) have weights \(\cos^2\theta\) and \(\sin^2\theta\), although the crystal is perfect. The sum over the degenerate set is \(\mathrm{Tr}(\Pi_{\mathbf k_i}Q)\), with \(Q\) the projector on the eigenspace, and does not depend on the basis. The spectral function contains only this sum. Fractional weights inside a degenerate set are not evidence of broken symmetry.

For weak contrast write \(H=\bar H+\Delta V\), with eigenstates \(|\mathbf k_in\rangle\) and energies \(\varepsilon_{in}\) of \(\bar H\), and take the nondegenerate state that grows out of \(|\mathbf k_11\rangle\). Projecting \((\bar H+\Delta V)|\psi\rangle=E|\psi\rangle\) on \(\langle\mathbf k_in|\) gives \((E-\varepsilon_{in})\langle\mathbf k_in|\psi\rangle=\langle\mathbf k_in|\Delta V|\psi\rangle\) exactly. To lowest order \(|\psi\rangle\to|\mathbf k_11\rangle\) on the right, and \(E\to\varepsilon_{11}\), with no first-order shift because the diagonal block of \(\Delta V\) vanishes. Squaring and summing over \(n\),

\[
P(\mathbf k_i)\approx\sum_n\frac{|\langle\mathbf k_in|\Delta V|\mathbf k_11\rangle|^2}{(\varepsilon_{11}-\varepsilon_{in})^2},\qquad i\neq1 .
\]

If \(\Delta V\) is of order \(\lambda\), the amplitude has terms of order \(\lambda\) and \(\lambda^2\), so the weight is of order \(\lambda^2\) with a relative correction of order \(\lambda\).

When one partner lies close in energy, keep the two states, with gap \(\Delta=\varepsilon_{21}-\varepsilon_{11}>0\) and coupling \(W=\langle\mathbf k_11|\Delta V|\mathbf k_21\rangle\). Measured from \(\varepsilon_{11}\), the eigenvalues solve \(\epsilon(\epsilon-\Delta)=|W|^2\), so \(\epsilon_\pm=(\Delta\pm D)/2\) with splitting \(D=\sqrt{\Delta^2+4|W|^2}\). The first row of the eigenvalue equation is \(Wc_2=\epsilon_-c_1\). With \(\epsilon_-^2=(D-\Delta)^2/4\) and \(|W|^2=(D-\Delta)(D+\Delta)/4\), the ratio is \(|c_2/c_1|^2=(D-\Delta)/(D+\Delta)\), and normalisation gives

\[
P(\mathbf k_2)=|c_2|^2=\frac{D-\Delta}{2D}=\frac12\left(1-\frac\Delta D\right).
\]

## Implementation and limits of validity

Let a target wave vector be \(\mathbf k=\sum_l\kappa_l\mathbf b_l\). From \(\mathbf b_l=\sum_jM_{jl}\mathbf B_j\), its supercell components are the column \(M\kappa\). Split \(M\kappa=K+n^{(0)}\) with \(n^{(0)}\) the nearest integers. The calculation is run at \(K\), and a wave with integer label \(n\) contributes when \(M^{-1}(n-n^{(0)})\) is an integer vector. The test can be done without rounding, by asking that the integer vector \(\mathrm{adj}(M)\,(n-n^{(0)})\) vanish modulo \(N\). If the code has moved \(K\) by a reciprocal vector or by a symmetry operation, \(n^{(0)}\) and the labels must be moved with it. Only operations that are symmetries of the supercell itself may be used, and these are often fewer than those of the primitive crystal. Codes that store half of the coefficients at \(\mathbf K=0\), using \(C(-\mathbf G)=C(\mathbf G)^*\), need the other half restored first, because \(-\mathbf G\) can lie in another coset than \(\mathbf G\).

The primitive lattice enters only as \(\mathbf a_l=\sum_j(M^{-1})_{lj}\mathbf A_j\). Relaxed atoms, vacancies and a strained cell leave the weight formula, its translation form and the sum rules intact, provided the \(\mathbf a_l\) are taken from the actual \(\mathbf A_j\). A primitive lattice that is not commensurate with the supercell has no integer \(M\), and the coset structure does not exist.

For spinors the projector acts as the identity on spin, and \(P=\sum_s\sum_{\mathbf g}|C_{ms}(\mathbf k_i+\mathbf g)|^2\). The sum rule holds for the total over both components.

For ultrasoft pseudopotentials and the projector augmented-wave method the stored coefficients describe a smooth function normalised by \(\langle\tilde\psi|\mathcal S|\tilde\psi\rangle=1\) with an overlap operator \(\mathcal S\ne1\). The bare weights then add to \(\langle\tilde\psi|\tilde\psi\rangle\), which is in general not one. Dividing by that number restores the sum by construction, but it assumes that the augmentation part is shared among the cosets like the smooth part, which is an approximation. For atomic-orbital bases whose orbitals overlap or are not primitive translates of one another, a sum of squared coefficients in general has no such meaning, and the translation form, evaluated with the overlaps between orbitals and their primitive translates, is the one to use.

## Worked example

The lattice is face-centred cubic with the chosen constant \(a=3.92\times10^{-10}\) m, a model input of the size typical of a metal. The primitive vectors are \(\tfrac a2(0,1,1)\), \(\tfrac a2(1,0,1)\), \(\tfrac a2(1,1,0)\), and the supercell is the cube,

\[
M=\begin{pmatrix}-1&1&1\\1&-1&1\\1&1&-1\end{pmatrix},\qquad M^{-1}=\frac12\begin{pmatrix}0&1&1\\1&0&1\\1&1&0\end{pmatrix},
\]

with \(N=4\) and \(\Omega=6.02363\times10^{-29}\) m³. For \(\mathbf G=(2\pi/a)(h,k,l)\), with \(2\pi/a=1.60285\times10^{10}\) m⁻¹, the vector \(M^{-1}n\) is \(\tfrac12(k+l,\,h+l,\,h+k)\). It is integer exactly when \(h,k,l\) are all even or all odd.

Each site carries a well \(-U\exp(-x^2/2\sigma^2)\) with \(\sigma=0.6\times10^{-10}\) m. The three face centres have \(U_A=3.2\times10^{-18}\) J and the corner has \(U_B=1.6\times10^{-18}\) J, an ordered \(A_3B\) pattern. These are chosen inputs of a one-electron model, which is not meant to describe any real metal. The Fourier integral of a Gaussian factorises into three integrals \(\int e^{-x^2/2\sigma^2-iGx}dx=\sqrt{2\pi\sigma^2}\,e^{-\sigma^2G^2/2}\), so

\[
V_{\mathbf G}=-\frac{(2\pi\sigma^2)^{3/2}}\Omega\,e^{-\sigma^2G^2/2}\sum_jU_j\,e^{-i\mathbf G\cdot\mathbf r_j},\qquad\frac{(2\pi\sigma^2)^{3/2}}\Omega=0.056476 .
\]

For \(\mathbf G\in\{\mathbf g\}\) the site sum is \(3U_A+U_B=4U_{\rm VCA}\) with \(U_{\rm VCA}=2.8\times10^{-18}\) J. Otherwise \(S(\mathbf G)=0\) makes the three face-centre phases add to \(-1\), and the sum is \(U_B-U_A\). Thus \(V_{000}=-0.056476\times11.2\times10^{-18}\ \mathrm J=-6.3253\times10^{-19}\) J. With \(\sigma\,2\pi/a=0.96171\) the exponent for \((1,0,0)\) is \(-0.96171^2/2=-0.46244\), and \(V_{100}=+0.056476\times1.6\times10^{-18}\ \mathrm J\times0.62974=+5.6905\times10^{-20}\) J. In the same way \(V_{110}=+3.5835\times10^{-20}\) J, \(V_{111}=-1.5797\times10^{-19}\) J and \(V_{200}=-9.948\times10^{-20}\) J.

The wave vector is \(\mathbf K=(2\pi/a)(0.45,0.05,0.08)\). The cutoff \(q_{\max}=4(2\pi/a)=6.41141\times10^{10}\) m⁻¹ corresponds to \(E_{\rm cut}=16\times1.56827\times10^{-18}\ \mathrm J=2.50923\times10^{-17}\) J. The representatives are \(\mathbf G_i=(2\pi/a)\times(0,0,0),(-1,0,0),(0,-1,0),(0,0,-1)\).

| \(i\) | \(\mathbf k_i\) in \(2\pi/a\) | \(n_i\) | \(\varepsilon_{i1}\) in \(10^{-19}\) J |
|---|---|---|---|
| 1 | (0.45, 0.05, 0.08) | 63 | −3.69789 |
| 2 | (−0.55, 0.05, 0.08) | 68 | −2.17614 |
| 3 | (0.45, −0.95, 0.08) | 67 | +7.66962 |
| 4 | (0.45, 0.05, −0.92) | 67 | +7.48430 |

The counts add to \(63+68+67+67=265\), the size of the supercell basis.

For band 1 the largest coefficients of coset 1 belong to \((0,0,0)\), \((-1,-1,-1)\), \((-1,1,-1)\), \((-1,-1,1)\), \((-1,1,1)\) and \((-2,0,0)\), each triple of a single parity. Their squares add to \(0.853604+0.004585+0.003715+0.003301+0.002742+0.002038=0.869985\), and the other 57 waves of the coset supply \(0.005618\) to reach \(P(\mathbf k_1)=0.875603\). In coset 2 the largest are \((-1,0,0)\) and \((0,-1,-1)\). The second belongs there because \((0,-1,-1)-(-1,0,0)=(1,-1,-1)\) is all odd. They give \(0.112005+0.001424=0.113429\) out of \(P(\mathbf k_2)=0.118628\). Keeping only the wave \(\mathbf k_i\) itself would miss about 0.022 of the weight at \(\mathbf k_1\).

| band | \(E\) in \(10^{-19}\) J | \(P(\mathbf k_1)\) | \(P(\mathbf k_2)\) | \(P(\mathbf k_3)\) | \(P(\mathbf k_4)\) |
|---|---|---|---|---|---|
| 1 | −4.19187 | 0.875603 | 0.118628 | 0.002849 | 0.002920 |
| 2 | −2.25149 | 0.107320 | 0.860604 | 0.015987 | 0.016089 |
| 3 | +5.97952 | 0.000027 | 0.000038 | 0.473402 | 0.526534 |
| 4 | +9.04245 | 0.024875 | 0.033558 | 0.491168 | 0.450399 |

Each row adds to one, for band 1 as \(0.875603+0.118628+0.002849+0.002920=1.000000\). The columns do not. The first gives \(1.007825\) over these four bands and reaches \(n_1=63\) over all 265. The first moment at \(\mathbf k_1\) is \(8.640986\times10^{-16}\) J, equal to the trace of the virtual-crystal block. Bands 3 and 4 are shared almost evenly between \(\mathbf k_3\) and \(\mathbf k_4\), because \(\varepsilon_{31}-\varepsilon_{41}=0.185\times10^{-19}\) J is small beside their splitting \(9.04245-5.97952=3.063\) in units of \(10^{-19}\) J, which is the limit \(\Delta/D\to0\) of the two-level formula. With \(U_B\) set equal to \(U_A\) the four lowest levels, \(-4.83605\), \(-3.33206\), \(+5.81636\) and \(+5.96092\) in the same units, carry weight one at \(\mathbf k_1,\mathbf k_2,\mathbf k_4,\mathbf k_3\) respectively.

The two-level estimate for band 1 does poorly. With \(\Delta=1.52176\times10^{-19}\) J and \(|W|=0.848498\times10^{-19}\) J, the splitting is \(D=\sqrt{2.31575+2.87980}\times10^{-19}\ \mathrm J=2.27937\times10^{-19}\) J, and \(P(\mathbf k_2)=\tfrac12(1-0.66762)=0.16619\), against the exact \(0.11863\). The exact splitting of bands 1 and 2 is \(4.19187-2.25149=1.94038\) in units of \(10^{-19}\) J, smaller than \(D\). The splitting alone cannot tell whether the discarded states reduce the effective gap or the effective coupling. Putting the exact splitting in place of \(D\) at unchanged \(\Delta\) gives \(\tfrac12(1-1.52176/1.94038)=0.108\), close to the exact cross weights \(0.119\) and \(0.107\). This is consistent with a weaker coupling at a nearly unchanged gap, but it is a comparison for this example and not a derived correction. Because \(\Delta V\) has no elements within a coset, a second-order correction to \(W\) must pass through an intermediate state of coset 3 or 4. Its size is not computed here.

The perturbative formula is tested where it applies. With the contrast scaled by \(10^{-3}\), so that the corner depth is \(3.19840\times10^{-18}\) J, it gives \(3.61111\times10^{-7}\), \(1.36464\times10^{-8}\) and \(1.38463\times10^{-8}\) for \(\mathbf k_2,\mathbf k_3,\mathbf k_4\). The exact values are \(3.60872\times10^{-7}\), \(1.36248\times10^{-8}\) and \(1.38245\times10^{-8}\). The errors relative to the exact values, \(0.7\times10^{-3}\), \(1.6\times10^{-3}\) and \(1.6\times10^{-3}\), are of the order of the scale factor. This is consistent with the derived first-order correction, although only this one scale factor is tested. Scaling these weights up by \(10^6\) to full contrast would give about \(0.36\) and \(0.014\), far above the exact \(0.119\) and \(0.003\), so the lowest order fails at full contrast. Part of the difference comes from the average potential, whose depth is close to \(U_A\) in the scaled case and \(U_{\rm VCA}\) at full contrast. With the full-contrast values the lowest-band term alone is \(|W|^2/\Delta^2=0.311\), still far above \(0.119\).

In the perfect crystal at \(\mathbf K=(2\pi/a)(0.5,0.05,0.08)\), the mirror \(x\to-x\) maps \(\mathbf k_1\) onto \(\mathbf k_2\), and the lowest level, \(-4.12026\times10^{-19}\) J, is a degenerate pair. Mixing the two pure states by \(30^\circ\) gives weights \(\cos^230^\circ=0.75\) and \(0.25\) at \(\mathbf k_1\), and \(0.25\) and \(0.75\) at \(\mathbf k_2\). The pair sums remain one at each point.

## What the numerical check tests

The numerical check below counts cosets by enumeration for 12 random integer matrices and verifies that there are \(|\det M|\) of them in both spaces and that \(\chi\) is unitary. It compares the \(V_{\mathbf G}\) with a fast Fourier transform of the real-space lattice sum. It evaluates the defining sum \(\sum_n|\langle\mathbf k_in|\mathbf Km\rangle|^2\) by real-space quadrature with Bloch states of two different reference crystals, and agrees with the coefficient formula to \(4.1\times10^{-15}\) for all bands. It evaluates the translation form by shifting the wave function on the grid, with agreement to \(2.4\times10^{-15}\). It also tests the vanishing overlap for a wave vector that does not fold onto \(\mathbf K\), both sum rules, the in-coset blocks, the first moment, the perfect crystal, the degenerate pair and the weak-contrast limit. Raising \(q_{\max}\) to \(5(2\pi/a)\), with 518 waves, changes the tabulated weights by at most \(1.4\times10^{-5}\), so their fifth and sixth decimal places belong to the stated cutoff and not to the converged model. The tabulated energies also depend on the cutoff. The same increase lowers the four band energies by about \(1.3\), \(1.1\), \(7.0\) and \(4.6\times10^{-4}\), and the levels \(\varepsilon_{i1}\) by up to \(4\times10^{-4}\), in units of \(10^{-19}\) J, so their last one or two digits belong to the stated cutoff as well.

## Values computed for the example and the checks

```
a = 3.920e-10 m, sigma = 6.00e-11 m, N = 4, Omega = 6.02363e-29 m^3
U_A = 3.200e-18 J, U_B = 1.600e-18 J, U_VCA = 2.800e-18 J
1 eV = 1.602177e-19 J; U_A = 19.973 eV, U_B = 9.986 eV
2pi/a = 1.60285e+10 1/m, q_max = 6.41141e+10 1/m
hbar^2(2pi/a)^2/2m = 1.56827e-18 J
E_cut = 2.50923e-17 J
(2 pi sigma^2)^1.5/Omega = 0.056476 (dimensionless)
V(G=(0, 0, 0)) = -6.32533e-19 J
V(G=(1, 0, 0)) = +5.69047e-20 J
V(G=(1, 1, 0)) = +3.58353e-20 J
V(G=(1, 1, 1)) = -1.57969e-19 J
V(G=(2, 0, 0)) = -9.94796e-20 J
plane waves total = 265
k_1 = [0.45 0.05 0.08] (2pi/a), n_1 = 63, lowest E_VCA = -3.69789e-19 J
k_2 = [-0.55  0.05  0.08] (2pi/a), n_2 = 68, lowest E_VCA = -2.17614e-19 J
k_3 = [ 0.45 -0.95  0.08] (2pi/a), n_3 = 67, lowest E_VCA = +7.66962e-19 J
k_4 = [ 0.45  0.05 -0.92] (2pi/a), n_4 = 67, lowest E_VCA = +7.48430e-19 J
band 1: G = [0 0 0] (2pi/a), coset 1, |C|^2 = 0.853604
band 1: G = [-1  0  0] (2pi/a), coset 2, |C|^2 = 0.112005
band 1: G = [-1 -1 -1] (2pi/a), coset 1, |C|^2 = 0.004585
band 1: G = [-1  1 -1] (2pi/a), coset 1, |C|^2 = 0.003715
band 1: G = [-1 -1  1] (2pi/a), coset 1, |C|^2 = 0.003301
band 1: G = [-1  1  1] (2pi/a), coset 1, |C|^2 = 0.002742
band 1: G = [-2  0  0] (2pi/a), coset 1, |C|^2 = 0.002038
band 1: G = [ 0 -1 -1] (2pi/a), coset 2, |C|^2 = 0.001424
band 1: E = -4.19187e-19 J (-2.6164 eV)
  P(k_1..k_4) = 0.875603 0.118628 0.002849 0.002920, sum = 1.000000000000
band 2: E = -2.25149e-19 J (-1.4053 eV)
  P(k_1..k_4) = 0.107320 0.860604 0.015987 0.016089, sum = 1.000000000000
band 3: E = +5.97952e-19 J (+3.7321 eV)
  P(k_1..k_4) = 0.000027 0.000038 0.473402 0.526534, sum = 1.000000000000
band 4: E = +9.04245e-19 J (+5.6439 eV)
  P(k_1..k_4) = 0.024875 0.033558 0.491168 0.450399, sum = 1.000000000000
perfect A band 1: E = -4.83605e-19 J, P = [1 0 0 0]
perfect A band 2: E = -3.33206e-19 J, P = [0 1 0 0]
perfect A band 3: E = +5.81636e-19 J, P = [0 0 0 1]
perfect A band 4: E = +5.96092e-19 J, P = [0 0 1 0]
first moment at k_1: sum P E = 8.640986e-16 J, Tr H_VCA = 8.640986e-16 J
two-level: gap = 1.52176e-19 J, |W| = 8.48498e-20 J
two-level P(k_2) = 0.16619, exact band 1 P(k_2) = 0.11863
weak contrast scale = 1e-03, U_B' = 3.19840e-18 J
  perturbative P(k_2..k_4) = 3.61111e-07 1.36464e-08 1.38463e-08
  exact        P(k_2..k_4) = 3.60872e-07 1.36248e-08 1.38245e-08
degenerate pair at K = (0.5,0.05,0.08) 2pi/a: E = -4.12026e-19 J
  30 deg mix: P(k_1) = 0.7500, 0.2500; P(k_2) = 0.2500, 0.7500
max |overlap road - formula| = 4.1e-15
max |translation road - formula| = 2.4e-15
max weight change, q_max 4 -> 5 (2pi/a), 518 waves = 1.4e-05
random supercell matrices tested = 12
```
